Recurrence peaks of diamagnetic hydrogen from the parallel and perpendicular closed orbits

**Result**

A hydrogen atom (fixed nucleus, no spin, nonrelativistic) in a field B along z, with m = 0, has in Hartree atomic units

H = p²/2 − 1/r + γ²ρ²/8, γ = B/B0, B0 = 235052 T.

Light polarized along z acts on a field-free initial state ψ_i, so the source is φ = zψ_i and the absorption strength is g = Σ_n |⟨n|φ⟩|² δ(E − E_n). Vary E and B together at fixed ε = Eγ^(−2/3) < 0, and use w = γ^(−1/3) as the variable. To leading order in 1/w, and for isolated orbits,

g(w) = g0 + Σ_k A_k w^(−p_k) sin(2πS̃_k w − φ_k),

with one term for each classical orbit that starts and ends at the nucleus. The Fourier transform in w therefore peaks at the scaled actions S̃_k. For the k-th return of the orbit parallel to the field (V_k) and perpendicular to it (R_k),

S̃(V_k) = k/√(−2ε), p = 1,

S̃(R_k) = (k/π) ∫₀^ρmax √(2ε + 2/ρ − ρ²/4) dρ, p = 1/2,

and p = 3/2 for R_k when the emitted wave has a node at θ = 90°. These two orbits account for the transform in a range of S̃ that contains no other closed orbit, which has to be checked at each ε. Even there the amplitude formula fails close to a bifurcation, where the orbit is no longer isolated (section 10).

**1. Scaling: the phase is linear in w**

Put r = w²r̃ and p = p̃/w. Since γ² = w⁻⁶, each term of H acquires the factor w⁻², so H = w⁻²(p̃²/2 − 1/r̃ + ρ̃²/8) and the orbits depend on ε = Ew² alone. Actions and times scale as

S = ∮p·dr = w∮p̃·dr̃ ≡ 2πS̃(ε)w, t = w³t̃,

and [x̃, p̃] = i/w, so 1/w is the effective Planck constant. At fixed ε the phase S is linear in w. At fixed B the local frequency of sin S(E) in E is dS/dE = T(E), the return time, which drifts: between ε = −0.6 and −0.4 the scaled time grows from 2.710 to 3.240 for R1 and from 4.780 to 8.781 for V1. In a transform in E over such a range, of width Δε = 0.2, the drift broadens the peak of an orbit noticeably only if this interval exceeds the resolution in scaled time, about 2π/(wΔε). At w = 30 the resolution is 1.05, so V1 is broadened and R1 is not. For R1 the interval, 0.530, equals the resolution only at w ≈ 59, and the broadening becomes clear only well above that.

**2. Removing the Coulomb singularity**

Define μ, ν ≥ 0 by z + iρ = (μ + iν)²/2, so ρ = μν, z = (μ² − ν²)/2, R² ≡ μ² + ν² = 2r, μ = R cos(θ/2), ν = R sin(θ/2). The map is conformal and stretches lengths by the factor R, so ∂ρ² + ∂z² = R⁻²(∂μ² + ∂ν²), and the chain rule gives (1/μ)∂μ + (1/ν)∂ν = (R²/ρ)∂ρ. For m = 0,

∇² = R⁻²(Δμ + Δν), Δμ = ∂μ² + (1/μ)∂μ, d³r = 2πR² μν dμ dν.

Multiplying (E − H)ψ = φ by R² and using R²/r = 2 gives

(2 − h)ψ = Φ, Φ = R²φ, h = K − ER² + γ²μ²ν²R²/8, K = −(Δμ + Δν)/2.

Each Δ is a planar Laplacian, so K is the kinetic energy in four dimensions, with d⁴x = (2π)²μν dμ dν. Classically, with dt = R²dτ, μ = wμ̃, τ = wτ̃, unchanged momenta and tildes dropped,

(p_μ² + p_ν²)/2 + ω²R²/2 + μ²ν²R²/8 = 2, ω² = −2ε.

Orbits cross the origin on straight lines at speed 2.

**3. The emitted wave and the smooth term**

With δ(x) = −(1/π)Im(x + i0)⁻¹, g = −(1/π) Im ∫d³r φψ, where ψ is the outgoing solution. Within a few bohr of the nucleus the energy and field terms are small, of order w⁻² and w⁻⁶, and are dropped: h → K. The products J0(aμ)J0(bν) with a = 2cos(θ/2), b = 2sin(θ/2) are regular solutions of Kψ = 2ψ. Define

U(θ) = ∫d³r φ J0(aμ)J0(bν).

Integrating a plane wave over the polar angle of each plane gives 2πJ0, so the four-dimensional Fourier transform of Φ at |k| = 2 is Φ̂ = 2πU. The needed integrals follow from the Gaussian case j = 0 by applying (−∂/∂β)^j:

∫μ^(2j+1) e^(−βμ²) J0(aμ) dμ = j! L_j(a²/4β) e^(−a²/4β)/(2β^(j+1)).

For 1s, φ = z e^(−r)/√π, Φ = (μ⁴ − ν⁴)e^(−R²/2)/(2√π), β = 1/2. The j = 2 moment carries a⁴ − 8a² + 8. With a² + b² = 4 and a² − b² = 4cosθ,

U_1s = √π e⁻²(a² − b²)(a² + b² − 8) = −16√π e⁻² cosθ.

For 2p0, φ = z²e^(−r/2)/(4√(2π)), β = 1/4, and Φ contains μ⁶ − μ⁴ν² − μ²ν⁴ + ν⁶ with prefactor 1/(16√(2π)). Each term carries 256e⁻⁴. With x = a², y = b², q = xy = 4sin²θ, the pure terms give 6L3(x) + 6L3(y) = 20 − 6q and the mixed terms 2L2(x)L1(y) + 2L1(x)L2(y) = 2q − 4. The difference is 24 − 8q = 8(4cos²θ − 1), so

U_2p = 128√(2π) e⁻⁴(4cos²θ − 1).

Both forms were tested against direct quadrature at four angles. The 1s source has odd z-parity and a node at 90°; the 2p0 source is even.

If nothing returns, g0 = (1/2π)∫d⁴k (2π)⁻⁴ Φ̂² δ(2 − k²/2). Here d⁴k = (2π)²k³ dk sinθ dθ/4, the delta function gives 1/k, and k² = 4, so

g0 = (1/2π)∫₀^π U² sinθ dθ,

which is 256e⁻⁴/3 = 1.5629 for 1s and 2¹⁴e⁻⁸·46/15 = 16.855 for 2p0.

The outgoing Green function of 2 − K is G = −(i/2)(πR)⁻¹H₁⁽¹⁾(2R). Its small-R form −1/(2π²R²) has flux 2 through a 3-sphere of area 2π²R³, as (∇² + 4)G = 2δ requires. With H₁⁽¹⁾(2R) ≈ (πR)^(−1/2)e^(i(2R − 3π/4)), the wave outside the source is GΦ̂:

ψ_out = −iπ^(−1/2) R^(−3/2) U(θ) e^(i(2R − 3π/4)).

**4. Transport along an orbit and return**

Off the axis, u = √(μν) ψ obeys a planar wave equation with extra terms 1/(8μ²) and 1/(8ν²), which are of relative order w⁻² except near the axes. Since μν = R² sinθ/2,

u_out = −iπ^(−1/2) R^(−1/2) √(sinθ_i/2) U_i e^(i(2R − 3π/4)).

Flux conservation keeps |u|² × speed × tube width constant. The width is m12 δp⊥, where m12 = δq⊥/δp⊥ is the transverse displacement per unit initial transverse momentum. In free flight at speed 2, m12 = τ = R/2, so R^(−1/2) continues as (2|m12|)^(−1/2) at the return, where the speed is again 2. In unscaled variables m12 = w m̃12.

Three events each multiply u by e^(−iπ/2), and M counts them. At a turning point the Airy function, and at an axis crossing J0, behave as cos(x − π/4), with x the action measured from that point; the ratio of the outgoing to the incoming part is e^(−iπ/2) beyond the action phase. At a zero τ0 of m12, the damping τ → τ − i0 makes the argument of τ − τ0 − i0 rise from −π to 0, so m12^(−1/2) gains e^(−iπ/2).

Near the origin the returning wave is, to leading order in 1/m12, plane, with phase S − aμ − bν. It must be the incoming part of a regular solution C J0(aμ)J0(bν). The incoming part of J0(x) is (2πx)^(−1/2)e^(−i(x − π/4)), and ab = 2sinθ_f, so

C · i/(2π√(2sinθ_f)) = −iπ^(−1/2)(2|m12|)^(−1/2) √(sinθ_i/2) U_i e^(i(S − 3π/4 − Mπ/2)),

C = −√(2π) √(sinθ_i sinθ_f/|m12|) U_i e^(i(S − 3π/4 − Mπ/2)).

The overlap with φ is CU_f, and −(1/π)Im(CU_f) gives

g_k = √(2/π) √(sinθ_i sinθ_f/|m12|) U_i U_f sin(S − 3π/4 − Mπ/2). (A)

On the axis ν = 0 the sines vanish and the reduction changes: u = √μ ψ, with both directions of the ν plane transverse. The tube area scales as m12², so R⁻¹ continues as 1/(2|m12|), and each zero of m12 counts twice in M. The regular solution is C J0(2μ), whose incoming part times √μ is C e^(iπ/4)e^(−2iμ)/(2√π). Hence C = −iU(0)|m12|⁻¹e^(i(S − π − Mπ/2)). Using −Im(−ie^(iX)) = cos X, cos(X′ − π) = sin(X′ − π/2), and adding the mirror orbit along −z, for which U(π)² = U(0)²,

g_k = 2U(0)²/(π|m12|) · sin(S − π/2 − Mπ/2). (B)

The powers of w follow: a cone of rays defocuses in one transverse direction, w^(−1/2), and an axial ray in two, w⁻¹.

**5. The parallel orbit**

On ν = 0 the field term vanishes: μ = (2/ω) sin ωτ. One return has action 2∫₀^(2/ω)√(4 − ω²μ²)dμ = 2π/ω, so S̃ = 1/ω, and the scaled time is d(2πS̃)/dε = 2π/ω³. In physical terms S = 2π/√(−2E): the field does not enter the action. It enters the height. Keeping the terms of the potential quadratic in ν,

y″ = −(ω² + μ⁴/4)y, y(0) = 0, y′(0) = 1, m̃12 = y at return.

The k-th return has k turning points, k − 1 crossings of μ = 0 and N zeros of y, so M = 2k − 1 + 2N.

**6. The perpendicular orbit**

With s = (μ + ν)/√2 and t = (μ − ν)/√2 the field term is (s² − t²)²(s² + t²)/32 = s⁶/32 − s⁴t²/32 + …, so t = 0 is an orbit:

s″ = −ω²s − 3s⁵/16, y″ = −(ω² − s⁴/16)y.

On it z = 0 and ρ = s²/2. Then p ds = (p/s)dρ with p²/s² = 2/ρ + 2ε − ρ²/4, which is the integral stated at the start; ρmax solves 2ερ + 2 − ρ³/4 = 0. A passage through the origin crosses both axes, so M = k + 2(k − 1) + N = 3k − 2 + N.

At ε = 0, ρmax = 2, and ρ = 2v^(1/3) turns the integrals into Beta functions:

2πS̃ = (4/3)∫₀¹v^(−5/6)(1 − v)^(1/2)dv = (4/3)B(1/6, 3/2), S̃ = 1.15960,

T̃ = 2∫dρ/p_ρ = (4/3)B(1/2, 1/2) = 4π/3.

This is 2/3 of the cyclotron period 2π/γ, and the modulation in energy has spacing 2π/T = 1.5γ, the quasi-Landau spacing at threshold.

For the 1s source U(90°) = 0 and (A) vanishes, so the next order is needed. The transverse propagator between a start point q′ and an end point q has phase (m22q² − 2qq′ + m11q′²)/(2m12). Over the small source, expand it to first order. The transverse momentum is δp⊥ = 2δ(θ/2) = δθ, and a factor q under the overlap with a plane wave e^(−ik·x) becomes i∂U/∂θ. The q² and q′² terms give U″U = 0. The cross term gives (−i/m12)(iU′)(iU′) = iU′²/m12. On even returns the wave arrives from negative s and travels along +s, which conjugates the plane wave and reverses one factor. So U_iU_f is replaced by i(−1)^(k−1)U′²/m12:

g_k = √(2/π) U′² |m12|^(−3/2) sin(S − 3π/4 − Mπ/2 + (−1)^(k−1) sgn(m12) π/2). (C)

The expansion parameter here is 1/(w m̃12), and |U′(90°)| = |U(0)| for 1s.

**7. Weak-field check of amplitudes and phases**

At B = 0 levels lie at integer w/ω, and Poisson summation writes the comb as 1 + 2Σ_k cos kS0 with S0 = 2πw/ω; every ray closes. To first order a potential δV changes the action at fixed h by −∮δV dτ. Here δV = R⁶sin²θ/32, R = (2/ω) sin ωτ and ∫sin⁶ωτ dτ = 5π/(16ω), so the shift is −wκ sin²θ with κ = 5π/(8ω⁷), and

g₁ = (1/π) Re ∫U² sinθ e^(i(S0 − wκ sin²θ)) dθ.

Thus S̃(R1) ≈ 1/ω − 5/(16ω⁷). For y″ = −ω²y − c(τ)y the first-order change at τ = π/ω is −ω⁻²∫c sin²ωτ dτ. For V, c = 4sin⁴ωτ/ω⁴ gives m̃12 = −5π/(4ω⁷); the sign means N = 1, M = 3. For R, c = −sin⁴ωτ/ω⁴ gives +5π/(16ω⁷). The return also comes early: the action shift scales as (h/2)³, and its h-derivative shortens τ by 3κ/2 = 15π/(16ω⁷), which adds the same amount to y. The sum is +5π/(4ω⁷), with N = 0, M = 1. In both cases |m̃12| = 2κ.

Each endpoint of the θ integral gives ∫θe^(−iwκθ²)dθ = 1/(2iwκ), hence U(0)² sin S0/(π|m12|), which is half of (B) with M = 3. At θ = π/2 + x the exponent is S + wκx², and stationary phase gives (U²/π)√(π/wκ) cos(S + π/4) = √(2/π)U²|m12|^(−1/2) sin(S − 5π/4), which is (A) with M = 1. For U² ≈ U′²x² the Gaussian average of x² is i/(2wκ) = i/m12, which is (C). At ε = −4 the integrated action shift and the two values of |m̃12| are 0.9958, 0.9935 (R) and 0.9981 (V) times these first-order forms.

**8. The quantum spectrum and its transform**

In scaled coordinates K carries w⁻², and (2 − h)ψ = 0 becomes

[2 + εR² − μ²ν²R²/8]ψ = w⁻²K̃ψ,

a generalized eigenvalue problem for the w_n at fixed ε. It is solved in products of two-dimensional oscillator functions and uses no orbit. For the weights, H − E = w⁻²[w⁻²T̃_kin − 1/r̃ + ρ̃²/8 − ε]. At an eigenvalue the bracket annihilates ψ, so the Hellmann–Feynman theorem gives d⟨H − E⟩/dw = −2w⁻⁵⟨T̃_kin⟩ = −(2/w)⟨T_kin⟩, and

δ(E − E_n) = δ(w − w_n) w/(2⟨T_kin⟩_n).

With a normalized Gaussian window W of centre w_c and width σ, F(S̃) = ∫W g e^(−2πiS̃w)dw. Writing the sine as two exponentials and keeping the resonant one, with w^(−p) taken at w_c,

F ≈ (A w_c^(−p)/2i) e^(−iφ) e^(2πi(S̃_k − S̃)w_c) exp[−2π²σ²(S̃ − S̃_k)²].

The peak is a Gaussian of standard deviation 1/(2πσ), its height 2|F| is the amplitude, and the phase of 2iF at S̃_k is −φ. Keeping w^(−p) under the window multiplies the height by about 1 + p(p + 1)σ²/(2w_c²). If the true phase carries a correction δ(w) = c/w, its slope −δ/w moves the peak by −δ(w_c)/(2πw_c), to leading order in σ/w_c.

**9. Worked example: hydrogen at ε = −0.5**

The range 8 < w < 52 (459.1 T down to 1.672 T) holds 587 even and 567 odd levels. The window has w_c = 30 and σ = 5.5, so the peak width is 1/(2π·5.5) = 0.0289. At w = 30, γ = 3.7037×10⁻⁵, B = 8.706 T and E = −0.5/900 = −5.5556×10⁻⁴ hartree = −121.93 cm⁻¹. Removing eight oscillator quanta from the basis moves the even levels below w = 50 by 2.3×10⁻¹¹ at most. At zero field the basis reproduces the n = 8 strengths from radial integrals. This reference is the converged model Hamiltonian; it leaves out nuclear motion, spin, relativity and the field distortion of ψ_i. The numerical output below lists the values, except the two window averages in the next paragraph and the peak positions on the finer grid.

Smooth term. F(0) is 17.198 against g0 = 16.855 (2.0% above g0) for 2p0 and 1.5700 against 1.5629 (0.5% above) for 1s. The excess is the energy term neglected in section 3. At zero field and this ε, w = n, and the strengths n³|D|² also exceed g0 (21.85 and 1.656 at n = 8); averaged over n with the same window they give 17.199 and 1.5700, which reproduces F(0).

Orbits. Here ω = 1, so S̃(V1) = 1 and S̃(V2) = 2. For R, ρmax = 1.36466 and S̃(R1) = 0.87226, S̃(R2) = 1.74451; quadrature in unscaled variables and integration of the orbit agree. The values m̃12 = +1.0237, −1.2362, −1.0976, +0.2695 for R1, V1, R2, V2 agree with finite differences of neighbouring full trajectories, and M = 1, 3, 5, 7. R1 and V1 are (1 − 0.87226)/0.0289 = 4.4 widths apart. A scan over 400 launch angles finds no other closed orbit with S̃ < 2.15. The same scan at ε = −0.35 does find one, at θ = 19.2° with S̃ = 1.1903, beside S̃(V1) = 1.1952.

Positions. A search that knows nothing of the orbits finds four maxima above its threshold in each parity, on a grid of step 0.0005:

2p0: 0.8730, 1.0000, 1.7440, 2.0005
1s: 0.8725, 1.0005, 1.7440, 2.0005

On this grid all lie within 0.0008 of the actions. Located on a finer grid (step 0.00002), the maxima lie within 0.0010 of the actions, about 3% of the peak width; the largest offset is +0.00096, for R1 from 2p0.

R1 from 2p0, by (A): A/g0 = 0.7979 × 5.8765²/(√1.0237 × 16.855) = 1.616 and φ = 3π/4 + π/2 = 1.25π. At w = 30 this is 1.616/√30 = 0.295. With σ²/w_c² = 0.0336 the window factor is 1.013, giving 0.299. The quantum height is 0.2937, 1.8% below the orbit value.

V1 from 2p0, by (B): A/g0 = 2 × 17.6296²/(π × 1.2362 × 16.855) = 9.496 and φ = 2π. Then 9.496/30 = 0.317; the first-order window factor 1.034 gives 0.327, and the numerical transform of the orbit sum, which keeps all orders in σ²/w_c², gives 0.3284; the quantum height is 0.3272. The two peaks are about equal although V1 carries the higher power of 1/w, because U(0)² = 9U(90°)² and two mirror orbits add. By the power laws R1 gains on V1 as √w.

R1 from 1s, by (C): A/g0 = 0.7979 × 3.8380²/(1.0237^1.5 × 1.5629) = 7.260 and φ = 1.25π − π/2 = 0.75π. Then 7.260/30^1.5 = 0.044; the first-order window factor 1.063 gives 0.0470, and the numerical transform of the orbit sum gives 0.0474; the quantum height is 0.0475. The node costs the factor 1/(w m̃12) = 1/30.7 relative to (A) with |U| = |U′|, but it does not remove the peak. V1 from 1s has 0.1657 against 0.1679. For R2 the pairs are 0.2840 against 0.2888 (2p0) and 0.0430 against 0.0427 (1s).

Powers. Two windows of σ = 4 at w = 22 and 38 give exponents 0.47 (R1, even), 1.06 and 1.03 (V1, even and odd) and 1.60 (R1, odd), against 1/2, 1, 1 and 3/2.

Phases. For R1, V1 and R2 the phase of the quantum transform relative to the orbit sum lies between −0.162 and +0.111 rad. One unit of M is π/2, so for these three orbits the counts of sections 5 and 6 (modulo 4, which is all a phase can test) and the extra π/2 in (C) are confirmed. For R1 (even) the modulus of F_quantum/F_orbit − 1 falls from 0.221 at w = 22 to 0.123 at w = 38, a ratio of 0.56, near the 22/38 = 0.58 of a 1/w law. Under that law the peak shift is +0.162/(2π·30) = +0.0009 for R1 and −0.111/(2π·30) = −0.0006 for R2; the readings on the coarse grid, +0.0007 and −0.0005, match within the grid step, and the maxima located on the finer grid, +0.00096 and −0.00064, match to about 0.0001.

**10. Where the height fails and the position holds**

The coefficient in the y equation repeats after each return, so the matrix that maps (y, y′) over two returns is the square of the one-return matrix, and its off-diagonal element is m̃12(2) = (m11 + m22) m̃12(1). For V the trace is 0.2695/(−1.2362) = −0.218. It is small, and m̃12(V2) vanishes at ε = −0.4864, close to −0.5; m̃12(V1) vanishes at −0.3913, and the orbit found at ε = −0.35 lies on the far side of that zero with an action 0.005 below V1. At such a zero (B) diverges, while the windowed transform of the quantum spectrum is finite, so the isolated-orbit formula must fail nearby. The expansion parameter 1/(w|m̃12|) is 1/8.1 for V2 and 1/37 for V1.

The quantum height of V2 is 0.5214 against 1.5066 for 2p0 (ratio 0.35) and 0.2827 against 0.7701 for 1s (ratio 0.37), with phase errors −0.737 and −0.668 rad. The value of this ratio is not derived here. Formula (B) takes U at θ = 0 and keeps the action only to second order in θ; the effects of these two approximations were not separated. The position is still 2.0005. A 1/w phase law would have predicted a shift of 0.737/(2π·30) = 0.004, so the phase error of V2 does not follow that law across this window; it varies more slowly.

The contributions weigh as follows in this model at ε = −0.5. The action fixes the position to about 0.001 (the step of the search grid included), even for V2 beside its bifurcation. The product of U_iU_f and the stability element fixes the height to within 2% of the orbit value for the six peaks with w|m̃12| above 30, and is too large by a factor near 3 at w|m̃12| = 8.1. Just above ε = −0.3913 the first parallel recurrence has a close neighbour: at ε = −0.35 it is 0.005 away, well inside the peak width 0.0289 of this window, and there that peak can no longer be assigned to the parallel orbit alone. How the gap develops at higher ε was not followed here. An ionic core, absent in hydrogen, would scatter the returning wave from one direction into others, which the matching of section 4 does not include.

Computed values

```
eps = -0.5, w range 8.0-52.0, centre 30.0, sigma 5.5, width 1/(2 pi sigma) = 0.0289
B0 = 235052 T; B(w=8,30,52) = 459.1, 8.706, 1.672 T
w=30: gamma = 3.7037e-05, E = -5.5556e-04 Eh = -121.93 cm^-1
R1: St = 0.87226, m12 = +1.0237 (fin.diff +1.0237), M = 1, scaled T = 2.9736
V1: St = 1.00000, m12 = -1.2362 (fin.diff -1.2362), M = 3, scaled T = 6.2832
R2: St = 1.74451, m12 = -1.0976 (fin.diff -1.0976), M = 5, scaled T = 5.9471
V2: St = 2.00000, m12 = +0.2695 (fin.diff +0.2695), M = 7, scaled T = 12.5664
R1 turning point scaled rho = 1.36466
scaled T at eps=-0.6,-0.4: R1 2.710, 3.240, V1 4.780, 8.781
weak field eps=-4, computed/first order: action shift 0.9958, m12 R 0.9935, V 0.9981
eps=0: St(R1) = 1.15960, T/T_c = 0.66667, spacing/gamma = 1.5000
m12 = 0 at eps = -0.3913 (V1), -0.4864 (V2)
other closed orbits at eps=-0.5 with St<2.15: 0
eps=-0.35: new orbit theta = 19.2 deg, St = 1.1903; St(V1) = 1.1952
U_2p(0) = 17.6296, U_2p(90) = -5.8765, U_1s(0) = -3.8380 a.u.
B=0, n=8, parity +1: n^3|D|^2 basis 21.84575, radial 21.84575 a.u.
B=0, n=8, parity -1: n^3|D|^2 basis 1.65579, radial 1.65579 a.u.
basis 8.0<w<24.0: 1/b^2 = 17.0, quanta 56; shift with 48 quanta (w<50) 2.3e-11
basis 24.0<w<52.0: 1/b^2 = 47.0, quanta 76; shift with 68 quanta (w<50) 1.1e-12
levels: even 587, odd 567
2p0 even: g0 = 16.8551, quantum F(0) = 17.1982 a.u.
  blind peaks St: 0.8730 1.0000 1.7440 2.0005
  R1: A/g0 = 1.616, p = 0.5, phi = 1.25 pi, peak-St = +0.0007
      height/g0 quantum 0.2937, orbit 0.2990, phase error -0.162 rad
  V1: A/g0 = 9.496, p = 1.0, phi = 0.00 pi, peak-St = +0.0000
      height/g0 quantum 0.3272, orbit 0.3284, phase error -0.050 rad
  R2: A/g0 = 1.560, p = 0.5, phi = 1.25 pi, peak-St = -0.0005
      height/g0 quantum 0.2840, orbit 0.2888, phase error +0.111 rad
  V2: A/g0 = 43.561, p = 1.0, phi = 0.00 pi, peak-St = +0.0005
      height/g0 quantum 0.5214, orbit 1.5066, phase error -0.737 rad
1s odd: g0 = 1.5629, quantum F(0) = 1.5700 a.u.
  blind peaks St: 0.8725 1.0005 1.7440 2.0005
  R1: A/g0 = 7.260, p = 1.5, phi = 0.75 pi, peak-St = +0.0002
      height/g0 quantum 0.0475, orbit 0.0474, phase error -0.049 rad
  V1: A/g0 = 4.854, p = 1.0, phi = 0.00 pi, peak-St = +0.0005
      height/g0 quantum 0.1657, orbit 0.1679, phase error -0.066 rad
  R2: A/g0 = 6.540, p = 1.5, phi = 0.75 pi, peak-St = -0.0005
      height/g0 quantum 0.0430, orbit 0.0427, phase error +0.043 rad
  V2: A/g0 = 22.264, p = 1.0, phi = 0.00 pi, peak-St = +0.0005
      height/g0 quantum 0.2827, orbit 0.7701, phase error -0.668 rad
parity +1 R1: exponent 0.47 (theory 0.5); deviation w=22 0.221, w=38 0.123
parity +1 V1: exponent 1.06 (theory 1.0); deviation w=22 0.059, w=38 0.041
parity -1 V1: exponent 1.03 (theory 1.0); deviation w=22 0.085, w=38 0.053
parity -1 R1: exponent 1.60 (theory 1.5); deviation w=22 0.065, w=38 0.038
```
